# From forward scattering to the linear absorption of an atomic mixture

In a model film with atomic ratio C:H:O = 8:8:1, one atom in 17 is oxygen, yet oxygen takes 28 percent of the light absorbed at 13.5 nm. Hydrogen supplies 8 atoms in 17 and takes 3 percent. These shares are fixed by one number per element, the imaginary part $f_2$ of the forward scattering factor.

## Result and conventions

Let $\lambda$ be the wavelength, $k=2\pi/\lambda$, $r_e$ the classical electron radius and $n_s$ the number density of atoms of kind $s$. Then

$$
\sigma_s=2r_e\lambda f_{2,s},\qquad \mu=\sum_s n_s\sigma_s=2r_e\lambda\sum_s n_s f_{2,s}. \tag{1}
$$

The coefficient $\mu$ belongs to intensity: $I=I_0e^{-\mu z}$. Fields vary as $e^{-i\omega t}$, and the forward amplitude without change of polarization is

$$
F=-r_e f,\qquad f=f_1-if_2 . \tag{2}
$$

With fields varying as $e^{+i\omega t}$, all amplitudes are complex conjugated and $f=f_1+if_2$; $f_2$ stays positive for an absorber.

The first relation in (1) holds for photoabsorption when elastic scattering is negligible. The second also requires a dilute, random mixture. Atoms are taken as spherically averaged and small compared with $\lambda$. Equations use Hartree atomic units with Gaussian fields, so $r_e=1/c^2$; relations written with $r_e$ and $\lambda$ hold in any length unit.

## The optical theorem from energy balance

Far from the atom, in direction $\mathbf n$, the field is

$$
\mathbf E=E_0\left[\boldsymbol\epsilon\,e^{ikz}+\mathbf F(\mathbf n)\frac{e^{ikr}}r\right],\qquad \mathbf n\cdot\mathbf F=0,\quad F=\boldsymbol\epsilon^*\cdot\mathbf F(\hat{\mathbf z}).
$$

The magnetic fields are $\mathbf B_i=\hat{\mathbf z}\times\mathbf E_i$ and $\mathbf B_s=\mathbf n\times\mathbf E_s$. The mean energy flux is $(c/8\pi)\,\mathrm{Re}\,\mathbf E\times\mathbf B^*$, and the incident intensity is $I_0=c|E_0|^2/8\pi$.

The outward flux through a large sphere has three parts. The incident wave alone contributes zero, since what enters also leaves. The scattered wave contributes $I_0\sigma_{sc}$. For the interference part, expand the double cross products:

$$
\mathbf n\cdot[\mathbf E_i\times(\mathbf n\times\mathbf E_s^*)]=\mathbf E_i\cdot\mathbf E_s^*,
$$

$$
\mathbf n\cdot[\mathbf E_s\times(\hat{\mathbf z}\times\mathbf E_i^*)]=\cos\theta\,\mathbf E_s\cdot\mathbf E_i^*-(\mathbf n\cdot\mathbf E_i^*)(\hat{\mathbf z}\cdot\mathbf E_s).
$$

The first line used $\mathbf n\cdot\mathbf E_s=0$. Its real part equals that of $\mathbf E_s\cdot\mathbf E_i^*$, so the interference power is

$$
P_{int}=I_0\,\mathrm{Re}\;r\int d\Omega\;g(\mathbf n)\,e^{ikr(1-\cos\theta)},
$$

$$
g=(1+\cos\theta)\,\boldsymbol\epsilon^*\cdot\mathbf F-(\mathbf n\cdot\boldsymbol\epsilon^*)(\hat{\mathbf z}\cdot\mathbf F).
$$

Set $u=\cos\theta$ and let $G(u)$ be the integral of $g$ over azimuth. Integration by parts gives

$$
\int_{-1}^{1}G(u)e^{ikr(1-u)}du=\frac{i}{kr}\left[G(1)-G(-1)e^{2ikr}\right]+O(r^{-2}).
$$

Backward, both terms of $g$ vanish, so $G(-1)=0$. Forward, $\mathbf n\cdot\boldsymbol\epsilon^*=0$ and $G(1)=2\pi\cdot2F$. Hence, as $r\to\infty$,

$$
P_{int}=I_0\,\mathrm{Re}\left(\frac{4\pi i}{k}F\right)=-I_0\frac{4\pi}{k}\,\mathrm{Im}\,F .
$$

The total outward flux is minus the absorbed power: $-I_0\sigma_{abs}=I_0\sigma_{sc}+P_{int}$. Therefore

$$
\sigma_{abs}+\sigma_{sc}=\frac{4\pi}{k}\,\mathrm{Im}\,F=2\lambda\,r_ef_2 , \tag{3}
$$

because $4\pi/k=2\lambda$ and $\mathrm{Im}\,F=r_ef_2$. Here $\sigma_{sc}$ is elastic scattering, and $\sigma_{abs}$ is everything else that removes power at frequency $\omega$.

## Why extinction is not always absorption

A bound classical electron with friction $\gamma$ and radiation damping shows the two parts separately. Its displacement along the field obeys

$$
\ddot x+\gamma\dot x+\omega_0^2x-\tau\dddot x=-E,\qquad \tau=\frac{2}{3c^3}.
$$

Since $\dddot x=i\omega^3x$, the dipole moment is $p=-x=E/D$ with $D=\omega_0^2-\omega^2-i\omega\gamma-i\tau\omega^3$. A dipole radiates the transverse far field $k^2p\,e^{ikr}/r$, so $F=k^2/D$ and

$$
\frac{4\pi}{k}\mathrm{Im}\,F=\frac{4\pi\omega^2}{c|D|^2}\left(\gamma+\tau\omega^2\right).
$$

Friction dissipates $\tfrac12\gamma\omega^2|x|^2$. Divided by $c|E|^2/8\pi$, this is the $\gamma$ term. The scattering cross-section is $(8\pi/3)|F|^2$, which is the $\tau$ term. The absorbed fraction of the extinction is thus $\gamma/(\gamma+\tau\omega^2)$. At $\omega=3.375$ it is 0.404 for $\gamma=2\times10^{-6}$ (atomic units) and zero without friction, although $f_2$ is then still positive.

For a spherically averaged atom, the same angular factor $8\pi/3$ gives

$$
\frac{\sigma_{sc}}{2r_e\lambda f_2}=\frac{4\pi r_e|f|^2}{3\lambda f_2}. \tag{4}
$$

For the carbon atom below, $|f|^2=3.930^2+0.720^2=15.96$, and the ratio is $1.9\times10^{-5}$. Oxygen and hydrogen give $1.5\times10^{-5}$ and $2.9\times10^{-5}$. At this wavelength extinction may be read as absorption. At a narrow resonance that decays mainly by re-emission it may not.

## The same $f_2$ from quantum mechanics

Let $z$ be the sum of the electron coordinates along the field and $\omega_n$ the excitation energies from the ground state. The perturbation is $z\mathcal E\cos\omega t$, switched on slowly as $e^{\eta t}$. First-order amplitudes obey

$$
i\dot a_n=\frac{\mathcal E}{2}z_{n0}\left[e^{i(\omega_n-\omega)t}+e^{i(\omega_n+\omega)t}\right]e^{\eta t},
$$

and integration from $t=-\infty$ gives

$$
a_n=-\frac{\mathcal E}{2}z_{n0}\left[\frac{e^{i(\omega_n-\omega)t}}{\omega_n-\omega-i\eta}+\frac{e^{i(\omega_n+\omega)t}}{\omega_n+\omega-i\eta}\right]e^{\eta t}.
$$

The induced dipole is $-2\,\mathrm{Re}\sum_n z_{0n}a_ne^{-i\omega_nt}$. Conjugating its $e^{+i\omega t}$ part inside the real part brings it to the form $\mathrm{Re}\,\alpha\mathcal E e^{-i\omega t}$, with

$$
\alpha=\sum_n|z_{n0}|^2\left[\frac1{\omega_n-\omega-i0}+\frac1{\omega_n+\omega}\right]. \tag{5}
$$

From $F=k^2\alpha=\omega^2\alpha/c^2$ and $r_e=1/c^2$ follows $f=-\omega^2\alpha$. For small $\eta$, $\mathrm{Im}\,1/(x-i\eta)=\eta/(x^2+\eta^2)$ is a peak of area $\pi$, so

$$
f_2=\omega^2\,\mathrm{Im}\,\alpha=\pi\omega^2\sum_n|z_{n0}|^2\delta(\omega_n-\omega).
$$

Inserting $\lambda=2\pi c/\omega$,

$$
2r_e\lambda f_2=\frac{4\pi^2\omega}{c}\sum_n|z_{n0}|^2\delta(\omega_n-\omega). \tag{6}
$$

The golden rule gives the same cross-section without any scattered wave. The transition rate is $2\pi\sum_n|\mathcal Ez_{n0}/2|^2\delta(\omega_n-\omega)$. Multiplying by $\omega$ and dividing by $c\mathcal E^2/8\pi$ reproduces the right side of (6). To this order in the coupling to light, $f_2$ contains absorption and no elastic scattering.

Define oscillator strengths $g_n=2\omega_n|z_{n0}|^2$. Adding the two fractions in (5) away from resonance gives

$$
f_1=\sum_n g_n\frac{\omega^2}{\omega^2-\omega_n^2}, \tag{7}
$$

with the principal value in the continuum. For an atom with $Z$ electrons in a local potential, $[H,z]=-ip_z$, where $p_z$ is the total momentum component. Thus

$$
\sum_ng_n=\langle[z,[H,z]]\rangle=-i\langle[z,p_z]\rangle=Z .
$$

At high frequency $f_1\to Z$ within the dipole model; the carbon calculation gives 6.02 at 300 hartree. At low frequency $f_1\to-\omega^2\alpha(0)$, and $f_2=0$ below the first excitation, apart from the small elastic part that (3) requires and (5) leaves out.

## From one atom to a mixture

Place $N$ atoms per unit area in the plane $z=0$. Their average polarization is $Np\,\delta(z)$, and the transverse field they produce satisfies

$$
E''+k^2E=-4\pi k^2Np\,\delta(z).
$$

Outgoing waves on both sides have the form $Ae^{ik|z|}$. The jump in slope is $2ikA=-4\pi k^2Np$, hence $A=2\pi ikNp$. With $k^2p=FE_0$,

$$
A=\frac{2\pi i}{k}NFE_0 . \tag{8}
$$

Numerical integration of the complete dipole fields over a uniform sheet, near fields included, agrees with (8) to rounding error when the radial path is turned into the complex plane. That step discards the contribution of the distant rim, as a gradually tapered sheet would; a disc with a sharp edge keeps an oscillating rim term half as large as (8), however wide it is.

A layer of thickness $dz$ has $N_s=n_s\,dz$. Keeping the forward wave and writing it as $\mathcal A(z)e^{ikz}$,

$$
\frac{d\mathcal A}{dz}=\frac{2\pi i}{k}\sum_sn_sF_s\,\mathcal A .
$$

The field therefore has wavenumber $kn$, where, since $2\pi/k^2=\lambda^2/2\pi$,

$$
n=1+\frac{2\pi}{k^2}\sum_sn_sF_s=1-\delta+i\beta,
$$

$$
\delta=\frac{r_e\lambda^2}{2\pi}\sum_sn_sf_{1,s},\qquad \beta=\frac{r_e\lambda^2}{2\pi}\sum_sn_sf_{2,s}. \tag{9}
$$

The amplitude falls as $e^{-k\beta z}$ and the intensity as $e^{-2k\beta z}$. Thus $\mu=2k\beta=4\pi\beta/\lambda$, which is the second relation in (1). Amplitudes are added first; the cross-sections become additive because $\beta$ is linear in them.

**How dilute is dilute?** Two treatments of the medium show the size of the next term. Put $X=(4\pi/3)\sum_sn_s\alpha_s$, so that to first order $X=\tfrac23(-\delta+i\beta)$. The Lorentz–Lorenz local field gives

$$
n^2=\frac{1+2X}{1-X}=1+3X+3X^2+\dots,\qquad n=1+\tfrac32X+\tfrac38X^2+\dots
$$

The imaginary part of the last term is $\tfrac34\,\mathrm{Re}X\,\mathrm{Im}X=-\beta\delta/3$, so $\mu$ changes by the relative amount $-\delta/3$. If the average field drives each atom instead, $n^2=1+3X$ and $n=1+\tfrac32X-\tfrac98X^2+\dots$; the relative change is then $+\delta$. Even the sign depends on the treatment, but both changes are first order in density.

## Computing $f$ for an atom

The example treats hydrogen in its Coulomb potential. Carbon and oxygen use self-consistent, spherically averaged potentials with exchange-only local-density theory and a Latter $-1/r$ tail. Electrons respond independently in the fixed potential, with orbital energies as thresholds. Correlation, relaxation of the ion, multiplets and bonding are left out.

Let a shell with angular momentum $l$ hold $N_l$ electrons of energy $\varepsilon$ in the radial function $u(r)$. For each $l'=l\pm1$ and each sign, solve

$$
\left[-\frac12\frac{d^2}{dr^2}+\frac{l'(l'+1)}{2r^2}+V-\varepsilon\mp\omega\right]\chi_{l'}^{\pm}=r\,u .
$$

This replaces the sum over states in (5) by its resolvent:

$$
\alpha=\sum_{\text{shells}}\sum_{l'}\frac{N_l\max(l,l')}{3(2l+1)}\sum_{\pm}\int u\,r\,\chi_{l'}^{\pm}\,dr . \tag{10}
$$

The angular factor follows from the squared matrix element of $\cos\theta$ for $l\to l+1$, summed over $m$:

$$
\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}=\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3},
$$

where $\sum_m m^2=l(l+1)(2l+1)/3$. The reverse transition has the same sum, and division by $2l+1$ averages over $m$.

When the final energy is positive, $\chi$ must be outgoing; this is the $-i0$ in (5). Continuing $r$ into the upper half of the complex plane beyond the atom makes the outgoing wave decay, so $\chi=0$ can be imposed at the end of the grid. An ordinary real grid with that condition would give standing waves and miss $f_2$.

For each atom, tests require agreement within 0.3 percent between $2r_e\lambda f_2$ from (10) and the golden-rule cross-section from real continuum waves. For hydrogen the closed-form cross-section is a further check. These tests establish the relation and the numerics within the model, not the accuracy of the model for real carbon and oxygen.

## The film at 13.5 nm

The photon energy is 3.375 hartree (91.8 eV). The common factor is

$$
2r_e\lambda=2(2.818\times10^{-15}\,\mathrm m)(13.5\times10^{-9}\,\mathrm m)=0.7608\,\mathrm{Mb},
$$

with $1\,\mathrm{Mb}=10^{-22}\,\mathrm m^2$. The chosen density is six C$_8$H$_8$O units per nm³. Since $1\,\mathrm{nm^{-3}\,Mb}=0.1\,\mathrm{\mu m^{-1}}$, the contributions are:

| Atom | $f_2$ | $\sigma$ (Mb) | $n_s$ (nm⁻³) | $n_s\sigma_s$ (µm⁻¹) |
|---|---:|---:|---:|---:|
| H | 0.033 | 0.025 | 48 | 0.12 |
| C | 0.720 | 0.547 | 48 | 2.63 |
| O | 2.332 | 1.774 | 6 | 1.06 |

Their sum is $\mu=3.81\,\mathrm{\mu m^{-1}}$, an attenuation length of 262 nm. These digits serve to trace the arithmetic. As a prediction the model is good only to 10 to 20 percent: letting the electrons screen the field, or using Slater's stronger exchange, raises $\mu$ by about that much, and screening raises the $f_2$ of oxygen more than that of carbon, moving the oxygen share to about 30 percent. A 40 nm layer has $\mu L=0.153$ and absorbs $1-e^{-0.153}=14$ percent of the light that enters, surface reflection ignored. The thin-layer estimate $\mu L$ would give 15 percent.

The opening shares now have a direct reading. One oxygen atom absorbs $1.774/0.547=3.2$ times as much as one carbon atom, and one hydrogen atom about a twentieth as much. By (6), $f_2=(\pi/2)\omega\,dg/d\omega$, where $dg/d\omega$ is the oscillator strength per unit energy. At this photon energy it is 0.44 per hartree for oxygen, 0.14 for carbon and 0.006 for hydrogen. What counts is the strength located at $\omega$, not the number of electrons. The calculation does not separate the effect of orbital binding energies from that of the number of valence electrons.

The shares also show how errors propagate. A 10 percent error in the $f_2$ of carbon changes $\mu$ by 6.9 percent, while the same relative error for hydrogen changes it by 0.3 percent.

The refractive terms are $\delta=0.0224$ and $\beta=0.0041$. The estimate $-\delta/3$ is −0.75 percent; the full Lorentz–Lorenz expression gives −0.71 percent, and −0.074 percent at one tenth of the density, as a first-order effect should. The mixture law was also tested on a random stack of 6000 atomic sheets, 26 µm thick, at one hundredth of the film density and with all reflections between sheets retained. Its optical depth is 1.0003 where (1) gives 1. The closeness of this single value is largely chance. Each sheet reflects a fraction $|2\pi NF/k|^2$ of the light, and these fractions add up to about 0.002 over the stack, so the depth averaged over random stacks lies about 0.2 percent above 1, with a scatter of similar size. This excess comes from gathering the atoms into coherent sheets, and the test supports (1) at that level only. This tests propagation along one axis, not scattering to the side.

For a real resist there is a further question, not tested here: whether free-atom values of $f_2$ apply. Bonding rearranges oscillator strength, most visibly near absorption thresholds. Equation (3) remains valid for a whole molecule, averaged over orientation. If atomic values fail but the molecules in the film still respond independently, one can use the molecule's own $f_2$ and the number density of molecules in (1). The values behind this example are collected in the numerical output below.

## Values computed for the example and the checks

```
wavelength = 13.5 nm
photon energy = 3.3751 hartree = 91.84 eV
classical electron radius = 2.81794e-15 m
2 r_e lambda = 0.7608 Mb (1 Mb = 1e-22 m^2)
oscillator with friction: absorbed/total = 0.4040
oscillator without friction: absorbed/total = 0.0000
sheet-field error (k=1, unit dipole density) = 1.8e-15
neon valence energy difference, two solvers = 0.0035 hartree
C orbital energies: 2s -0.5426, 2p -0.2554 hartree
O orbital energies: 2s -0.9137, 2p -0.3943 hartree
H: f1 = 1.0478, f2 = 0.0331
H: sigma from f2 = 0.0252 Mb
H: sigma from continuum states = 0.0252 Mb
H: scattering/total cross-section = 2.91e-05
C: f1 = 3.9297, f2 = 0.7195
C: sigma from f2 = 0.5474 Mb
C: sigma from continuum states = 0.5473 Mb
C: scattering/total cross-section = 1.94e-05
O: f1 = 5.8893, f2 = 2.3317
O: sigma from f2 = 1.7740 Mb
O: sigma from continuum states = 1.7740 Mb
O: scattering/total cross-section = 1.50e-05
H: closed-form sigma = 0.0252 Mb
C: dipole-model f1 at 300 hartree = 6.019
C: relative f2 change on doubling radial step = 2.3e-04
density of C8H8O units = 6.0 nm^-3
H: number density = 48.0 nm^-3
H: contribution to mu = 0.1207 um^-1
H: share of absorption = 3.17 percent
C: number density = 48.0 nm^-3
C: contribution to mu = 2.6276 um^-1
C: share of absorption = 68.92 percent
O: number density = 6.0 nm^-3
O: contribution to mu = 1.0644 um^-1
O: share of absorption = 27.92 percent
mu of mixture = 3.8128 um^-1
attenuation length 1/mu = 262.3 nm
absorbed in 40 nm = 14.15 percent
delta = 0.02242, beta = 0.00410
local-field change of mu = -0.706 percent
same at one tenth density = -0.0743 percent
sheet stack: number of sheets = 6000
sheet stack: thickness = 26.23 um
sheet stack: -ln(transmission) = 1.0003, law gives 1
```
